# Heat current and flat temperature profile of an ordered harmonic chain

## 1. Definitions and conventions

A chain has $N\ge 2$ equal masses $m$ joined by equal springs $k$. The end masses are tied to fixed walls by the same springs. Displacements are $q_i$, velocities $v_i$, and $\omega_0^2=k/m$. The spring forces are $-k(Gq)_i$, where $G$ has 2 on the diagonal, $-1$ beside it and 0 elsewhere.

Classical Langevin baths at $T_L$ and $T_R$ act on masses 1 and $N$, both with friction rate $\gamma$. With $R=\mathrm{diag}(1,0,\dots,0,1)$,

$$dq=v\,dt,\qquad dv=-\omega_0^2Gq\,dt-\gamma Rv\,dt+d\eta .$$

The noise is white, with $\langle d\eta\,d\eta^T\rangle=D\,dt$. The nonzero entries of $D$ are $D_{11}=2\gamma k_BT_L/m$ and $D_{NN}=2\gamma k_BT_R/m$, the strengths that let each bath alone impose its own temperature.

I write $T=(T_L+T_R)/2$ and $\Delta T=T_L-T_R$. The temperature of site $i$ means its kinetic temperature, $T_i=m\langle v_i^2\rangle/k_B$. The current $J$ is positive from left to right.

The claim to examine is that $J$ does not depend on $N$ and that the bulk sits at $T$. It will turn out to hold up to terms exponentially small in $N$ and in the distance from the ends.

## 2. Equations for the stationary averages

Let $X=\langle qq^T\rangle$, $Z=\langle qv^T\rangle$ and $Y=\langle vv^T\rangle$. Setting the time derivative of each to zero gives

$$Z+Z^T=0,\tag{1}$$
$$Y=\omega_0^2XG+\gamma ZR,\tag{2}$$
$$\omega_0^2(ZG-GZ)-\gamma(RY+YR)+D=0.\tag{3}$$

In (3) the spring terms are $-\omega_0^2(GZ+Z^TG)$, and $Z^T=-Z$ was used; $D$ comes from the squared noise increment.

These equations have one solution. Without noise the energy obeys $\dot E=-m\gamma(v_1^2+v_N^2)$, so it cannot grow. A motion that never decays would be a normal mode of $G$ with $q_1=0$. The first row of the mode equation then gives $q_2=0$, the second gives $q_3=0$, and so on, so the mode vanishes. All motions therefore decay, and the stationary covariance is unique. Any solution found by a good guess is the solution.

The current has two expressions. The spring force on mass $i+1$ from its left neighbour is $k(q_i-q_{i+1})$. Its mean power is $k(Z_{i,i+1}-Z_{i+1,i+1})$, and (1) makes the diagonal of $Z$ zero:

$$J=kZ_{i,i+1}.\tag{4}$$

The left bath supplies $\gamma k_BT_L$ through its noise and removes $m\gamma\langle v_1^2\rangle$ through friction, so also

$$J=\gamma k_B(T_L-T_1).\tag{5}$$

## 3. The simple case: two masses

For $N=2$, $R$ is the identity. Put $Z_{12}=-Z_{21}=z$. Direct multiplication gives

$$ZG-GZ=\begin{pmatrix}-2z&0\\0&2z\end{pmatrix}.$$

Equation (3) then yields $Y_{12}=0$ and

$$Y_{11}=\frac{k_BT_L}{m}-\frac{\omega_0^2z}{\gamma},\qquad Y_{22}=\frac{k_BT_R}{m}+\frac{\omega_0^2z}{\gamma}.$$

The off-diagonal entries of (2) are
$$0=\omega_0^2(2X_{12}-X_{11})+\gamma z,\qquad 0=\omega_0^2(2X_{12}-X_{22})-\gamma z .$$
Subtracting them gives $X_{11}-X_{22}=2\gamma z/\omega_0^2$. The diagonal entries give $Y_{11}-Y_{22}=2\omega_0^2(X_{11}-X_{22})=4\gamma z$. Equating the two forms of $Y_{11}-Y_{22}$,

$$\frac{k_B\Delta T}{m}-\frac{2\omega_0^2z}{\gamma}=4\gamma z
\quad\Rightarrow\quad
J=kz=\frac{\gamma\omega_0^2}{2(2\gamma^2+\omega_0^2)}\,k_B\Delta T.$$

**Limits.** For $\gamma\ll\omega_0$, $J\to\gamma k_B\Delta T/2$: the springs share energy quickly, and the two weak contacts act in series. For $\gamma\gg\omega_0$, $J\to\omega_0^2k_B\Delta T/(4\gamma)$: strong friction holds the end masses back.

## 4. Any number of masses

**Remove equilibrium.** If both baths were at $T$, the solution would be $X=(k_BT/k)G^{-1}$, $Y=(k_BT/m)I$, $Z=0$. Subtract it and call the remainders $X'$ and $Y'$. They obey (2) and (3) with $D$ replaced by $D'$, whose nonzero entries are $D'_{11}=-D'_{NN}=\gamma k_B\Delta T/m$.

**Guess for $Z$.** In a steady state (4) is the same on every bond, which suggests that $Z$ depends only on $j-i$:

$$Z_{ij}=z_{j-i},\qquad z_{-s}=-z_s,\qquad z_0=0 .$$

The matrix uses $z_1,\dots,z_{N-1}$; I also define $z_N=0$. Write $G=2I-A$, where $A$ has ones beside the diagonal, so that $ZG-GZ=AZ-ZA$. Inside the matrix both products equal $z_{j-i+1}+z_{j-i-1}$ and cancel. Neighbours missing at the borders leave

$$(AZ-ZA)_{ij}=-\delta_{i1}z_j-\delta_{j1}z_i+\delta_{iN}z_{N+1-j}+\delta_{jN}z_{N+1-i}.$$

The first row of (3) now gives

$$Y'_{11}=\frac{k_B\Delta T}{2m}-\frac{\omega_0^2}{\gamma}z_1,\qquad
Y'_{1j}=-\frac{\omega_0^2}{\gamma}z_j\quad(2\le j\le N).\tag{6}$$

The last row gives the same values with opposite sign, read from the other end. Entries of (3) away from the borders are satisfied identically.

**Guess for $X'$.** Equation (2) must produce a symmetric $Y'$, although $\gamma ZR$ fills just the first and last columns. Take $X'_{ij}=x_{i+j}$. Then

$$(X'G)_{ij}=2x_{i+j}-x_{i+j-1}-x_{i+j+1}+\delta_{j1}x_i+\delta_{jN}x_{i+N+1}.$$

The border terms can be made to cancel $\gamma ZR$. Column 1 needs $\omega_0^2x_i+\gamma z_{1-i}=0$, and column $N$ needs $\omega_0^2x_{N+1+i}+\gamma z_{N-i}=0$. Both hold if

$$x_s=\frac{\gamma}{\omega_0^2}z_{s-1}\ (1\le s\le N+1),\qquad x_{2N+2-s}=-x_s .$$

The two rules agree at $s=N+1$ because $z_N=0$. What remains is symmetric, $Y'_{ij}=y_{i+j}$, with

$$y_s=\gamma(2z_{s-1}-z_{s-2}-z_s)\quad(2\le s\le N),\tag{7}$$

and $y_{2N+2-s}=-y_s$, hence $y_{N+1}=0$.

**Match.** Equations (6) and (7) describe the same first row. For $2\le j\le N-1$, setting $s=j+1$,

$$z_{j+1}+z_{j-1}=\Big(2+\frac{\omega_0^2}{\gamma^2}\Big)z_j .$$

For $j=1$, where $z_0=0$,

$$z_2+\frac{k_B\Delta T}{2m\gamma}=\Big(2+\frac{\omega_0^2}{\gamma^2}\Big)z_1 .$$

This is the same recurrence with $k_B\Delta T/(2m\gamma)$ standing in the place of $z_0$. The other boundary value is $z_N=0$. Define $\alpha>0$ by

$$2\cosh\alpha=2+\frac{\omega_0^2}{\gamma^2}.$$

Since $\sinh(a+\alpha)+\sinh(a-\alpha)=2\cosh\alpha\,\sinh a$, the solution is

$$z_j=\frac{k_B\Delta T}{2m\gamma}\,\phi_j,\qquad \phi_j=\frac{\sinh[(N-j)\alpha]}{\sinh(N\alpha)}\qquad(1\le j\le N).$$

The entry $(1,N)$ requires $y_{N+1}=0$, which holds, and the last row follows by reflection. All entries of (1)–(3) are satisfied, and uniqueness completes the argument.

**Results.** Equation (4) gives

$$J=kz_1=\frac{\omega_0^2}{2\gamma}\,k_B\Delta T\,\phi_1.\tag{8}$$

The diagonal of $Y'$ is $y_{2i}$, and for $2i\le N+1$ its value can be read from row 1 in (6):

$$T_1=T_L-\frac{\omega_0^2\Delta T}{2\gamma^2}\phi_1,\qquad
T_i=T-\frac{\omega_0^2\Delta T}{2\gamma^2}\phi_{2i-1}\quad\Big(2\le i\le\tfrac{N+1}{2}\Big).\tag{9}$$

The other half follows from $T_{N+1-i}=2T-T_i$. Inserting $T_1$ in (5) reproduces (8).

**Checks.** For $N=2$, $\phi_1=1/(2\cosh\alpha)=\gamma^2/(2\gamma^2+\omega_0^2)$, which returns section 3. The moment equations were also solved numerically for $N=2,3,7,30$ and $\gamma/\omega_0=0.3,1,4$. Every covariance entry agreed with the formulas within relative and absolute tolerances of $10^{-8}$, in units $m=k=k_B=1$ with baths at 1.5 and 0.5.

## 5. The long chain

Pulling the growing exponentials out of $\phi_j$,

$$\phi_j=e^{-j\alpha}\,\frac{1-e^{-2(N-j)\alpha}}{1-e^{-2N\alpha}} .$$

At fixed $\gamma/\omega_0$ the current tends to

$$J_\infty=\frac{\omega_0^2}{2\gamma}e^{-\alpha}k_B\Delta T,\qquad
1-\frac{J}{J_\infty}=\frac{e^{-2(N-1)\alpha}-e^{-2N\alpha}}{1-e^{-2N\alpha}}.\tag{10}$$

The shortfall is positive and, once $N\alpha\gg1$, is multiplied by about $e^{-2\alpha}$ per added mass. The bulk deviation in (9) falls by the same factor per site. If one defined a conductivity by multiplying $J/\Delta T$ by the length, it would grow in proportion to length: Fourier's law fails here.

The sign in (9) deserves attention. For $N\ge4$, site 2 lies *below* the mean although it is near the hot bath, and its mirror site lies above. Between sites 2 and 3 heat therefore passes toward the higher kinetic temperature. The second law is not violated, since heat still goes from the hot bath to the cold one. The chain is not in local equilibrium, so a local kinetic temperature does not fix the direction of the current.

**Limits in friction.** For $\gamma\ll\omega_0$, $e^{-\alpha}\approx\gamma^2/\omega_0^2$ and $J_\infty\to\gamma k_B\Delta T/2$, as for two masses. For $\gamma\gg\omega_0$, $\alpha\approx\omega_0/\gamma$ and $J_\infty\to\omega_0^2k_B\Delta T/(2\gamma)$, twice the two-mass value. If $\alpha\to0$ at fixed $N$, $\phi_1\to(N-1)/N$, so the shortfall is then $1/N$: small for a long chain, but not exponentially small. The exponential approach to the limit requires $N\alpha\gg1$, which for strong friction means $N\gg\gamma/\omega_0$.

Between these limits is a maximum. With $s=e^{-\alpha/2}$, the definition of $\alpha$ reads $\omega_0^2/\gamma^2=(1-s^2)^2/s^2$, so $\gamma/\omega_0=s/(1-s^2)$ and

$$\frac{J_\infty}{k_B\Delta T\,\omega_0}=\frac{s-s^3}{2}.$$

The derivative vanishes at $s^2=1/3$, giving $\gamma=\tfrac{\sqrt3}{2}\omega_0$ and $J_\infty=k_B\Delta T\,\omega_0/(3\sqrt3)$.

## 6. Why: waves that cross without scattering

A wave with phase $q$ per site has $\omega=2\omega_0\sin(q/2)$. At the left end, compare the equation of mass 1 with that of a bulk mass. For time dependence $e^{-i\omega t}$, the wall and friction act like a neighbour with amplitude $u_0=i\beta u_1$, where $\beta=\omega\gamma/\omega_0^2$. An incoming wave plus its reflection, $u_n=e^{-iqn}+re^{iqn}$, then gives

$$r=-\frac{1-i\beta e^{-iq}}{1-i\beta e^{iq}},\qquad
e=1-|r|^2=\frac{4\beta\sin q}{1+2\beta\sin q+\beta^2}.$$

The end absorbs the fraction $e$. Equilibrium at a common temperature requires it to emit the same fraction. Let $f_+$ and $f_-$ be the effective temperatures of right- and left-moving waves. In a long chain the interference between successive reflections averages out over frequency, so I add intensities:

$$f_+=eT_L+(1-e)f_-,\qquad f_-=eT_R+(1-e)f_+ .$$

The sum gives $f_++f_-=T_L+T_R$ at every frequency, hence a bulk at the mean temperature. The difference gives

$$f_+-f_-=h\,\Delta T,\qquad h=\frac{e}{2-e}=\frac{2\beta\sin q}{1+\beta^2}.$$

Neither contains the length. Each direction carries $k_Bf\,d\omega/2\pi$, the product of mode density, energy and group velocity. With $g=\gamma/\omega_0$, $\beta=2g\sin(q/2)$ and $d\omega=\omega_0\cos(q/2)\,dq$,

$$J_\infty=\frac{k_B\Delta T}{2\pi}\int_0^{2\omega_0}h\,d\omega
=\frac{k_B\Delta T\,\omega_0}{2\pi}\int_0^\pi\frac{2g\sin^2q\,dq}{a-b\cos q},$$

where $a=1+2g^2$ and $b=2g^2$. To integrate, write

$$\sin^2q=\frac{(a-b\cos q)(a+b\cos q)-(a^2-b^2)}{b^2}$$

and use $\int_0^\pi dq/(a-b\cos q)=\pi/\sqrt{a^2-b^2}$. Since $a/b=\cosh\alpha$,

$$\int_0^\pi\frac{\sin^2q\,dq}{a-b\cos q}=\frac{\pi(a-\sqrt{a^2-b^2})}{b^2}=\frac{\pi e^{-\alpha}}{2g^2},$$

and (10) returns. The intensity argument thus gives the same limit as the full covariance.

**Unequal ends.** With different frictions the balance equations give

$$\frac{f_++f_-}{2}=T_R+\Delta T\,\frac{h_L}{h_L+h_R}.$$

The bulk temperature is the average of this over $0<q<\pi$, because the modes of a long chain are evenly spaced in $q$. Equal frictions give the mean; unequal ones in general do not.

## 7. Example: the breathing channel of a graphene stack

In a graphene stack whose layers move rigidly along the normal, each layer is one mass of a chain. This is the channel of zero in-plane wavevector. Mass and stiffness both scale with area, so the area cancels from $\omega_0$ and, at given $\gamma$, from $J$.

The interlayer stiffness per area is roughly $1.0\times10^{20}$ N/m³ and the layer mass is $7.611\times10^{-7}$ kg/m². Hence

$$\omega_0=\sqrt{\frac{1.0\times10^{20}}{7.611\times10^{-7}}}\ \mathrm{s^{-1}}=11.46\ \mathrm{rad/ps}.$$

The contact friction is a chosen value, $\gamma=20$ ps⁻¹, with baths at 310 K and 290 K and $N=30$. Then $\gamma/\omega_0=1.745$, $\alpha=0.5655$ and $e^{-\alpha}=0.568$. The inputs are treated as exact here, so the later digits serve to compare the formulas with the numerical solution and do not describe a real stack.

If every frequency had $h=1$, the conductance would be $k_B\omega_0/\pi=50.37$ pW/K. The long-chain value is therefore

$$\frac{J_\infty}{\Delta T}=50.37\times\frac{\pi\times0.568}{2\times1.745}\ \mathrm{pW/K}=25.8\ \mathrm{pW/K},$$

and 20 K drives 0.515 nW. At the best friction, 9.93 ps⁻¹, the conductance would be 30.5 pW/K.

The profile follows from (9), whose prefactor is $20/(2\times1.745^2)=3.28$ K:

- $T_1=310-3.28\times0.568=308.1$ K.
- $T_2=300-3.28\times0.568^3=299.4$ K.
- Layer 5 is at 299.98 K and layer 15 at 300.00 K.
- Layers 29 and 30 are at 300.6 K and 291.9 K.

Nearly all the temperature drop sits at the two ends, with the small inverted dips next to them.

With all else fixed, the current is 0.3895 nW for $N=2$, 0.4776 for 3, 0.5114 for 5, and 0.5152 for 10, 30 and 100. The shortfall from the limit is 24% at $N=2$ and 0.7% at $N=5$, as (10) gives.

Two changes show which assumptions matter. Lowering the right friction to 1 ps⁻¹, with $N=80$, moves the plateau to 305.2 K. The moment equations and the wave average agree on this value. Giving each mass at random 0.7 or 1.3 times $m$, with springs and friction rates unchanged, gives mean currents over eight samples of about 0.29 nW at $N=15$ and 0.16 nW at $N=60$. The sampling error at $N=15$ is between 4% and 5%, much smaller than the drop between the two lengths. Scattering by disorder removes the length independence.

## 8. The model beside a real stack

The stiffness has the right rough size for graphite-like layers, but the friction is not a measured contact property, so 25.8 pW/K is a model value. Simple models give these rough sizes for the neglected effects:

- **Quantum statistics.** The top phonon energy is 15.1 meV against $k_BT=25.9$ meV. Replacing the classical populations by Bose ones lowers the current by 1.0%. At much lower temperature the classical treatment fails.
- **Second neighbours.** A layer potential proportional to $\tfrac25(d/z)^{10}-(d/z)^4$, with its minimum $d$ taken as the layer spacing, gives a second-neighbour stiffness of $-1.3\%$ of the first. With the first-neighbour stiffness held fixed, the current rises by 0.8% if each wall is at least two layers thick, and by 0.4% if it is a single layer. Holding the long-wave stiffness fixed instead would give a larger rise, of a few percent. The size and sign of the ratio belong to this model potential and need not hold for a real stack; a ratio of $+9\%$, for example, would lower the current by 2 to 5% at fixed first-neighbour stiffness.
- **Anharmonic scattering.** The stack is $L=10.4$ nm long between walls. For a rough backscattering length $\Lambda=100$ nm, the estimate $L/(L+\Lambda)$ gives a loss of 9%. If 100 nm is instead the length over which a wave loses its energy, half of the scattered energy goes on forward, and the estimate becomes $L/(L+2\Lambda)$, about 5%. This form assumes ends that do not reflect; the resistance of reflecting ends, as here, makes the relative loss smaller. The loss grows with thickness, so the length independence applies to stacks much thinner than $\Lambda$.
- **Other wavevectors.** A real stack has 19 in-plane wavevectors per nm², and this calculation treats one. At in-plane wavevector $p$, layer bending adds a restoring stiffness $Bp^4$ per area. With a rough rigidity $B=1.5$ eV and $p=5$ nm⁻¹, this is about 1.5 times the interlayer stiffness, and the current falls to 0.50 of its value at $p=0$ if the coupling between layers is kept at its $p=0$ value. That coupling also weakens with $p$; for the pair potential behind the layer potential above, the ratio becomes about 0.46. The total conductance is therefore not 25.8 pW/K times the number of wavevectors.

Of the effects sized above, the restriction to one channel matters most. Heat carried by electrons, in-plane layer motion and the frequency dependence of real contacts are also left out. The numerical output below lists the values used here.

## Calculated quantities

```
Lattice constant: 0.246 nm
Layer spacing: 0.335 nm
Interlayer stiffness per area (rough): 1.0e+20 N/m^3
Layer mass per area: 7.611e-07 kg/m^2
w0: 11.462 rad/ps
Top channel frequency: 3.649 THz
Top phonon energy: 15.09 meV
kB T at mean temperature: 25.85 meV
Friction rate gamma: 20.0 1/ps
gamma/w0: 1.7449 (no unit)
alpha: 0.5655 (no unit)
exp(-alpha): 0.5680 (no unit)
Layers: 30; wall-to-wall length: 10.38 nm
Bath temperatures: 310 K and 290 K
Current, moment equations: 0.51521 nW
Current, long-chain formula: 0.51521 nW
Current, frequency integral: 0.51521 nW
Channel conductance: 25.760 pW/K
Conductance at full transmission: 50.374 pW/K
Best friction rate: 9.927 1/ps
Conductance at best friction: 30.456 pW/K
Temperature of layer 1: 308.134 K
Temperature of layer 2: 299.398 K
Temperature of layer 3: 299.806 K
Temperature of layer 4: 299.937 K
Temperature of layer 5: 299.980 K
Temperature of layer 15: 300.000 K
Temperature of layer 29: 300.602 K
Temperature of layer 30: 291.866 K
Current for N = 2: 0.38952 nW
Current for N = 3: 0.47761 nW
Current for N = 5: 0.51141 nW
Current for N = 10: 0.51519 nW
Current for N = 30: 0.51521 nW
Current for N = 100: 0.51521 nW
Weaker right friction, N = 80: 1.0 1/ps
Plateau, unequal friction, moments: 305.218 K
Plateau, unequal friction, waves: 305.218 K
Disorder (masses 0.7, 1.3), N = 15: 0.2903 nW
Disorder (masses 0.7, 1.3), N = 60: 0.1613 nW
Quantum change of current: -1.01 %
Second-neighbour stiffness ratio: -1.26 %
Second-neighbour change of current: 0.80 %
Mean free path (rough): 100 nm
Scattering loss of current (rough): 9.4 %
Bending rigidity (rough): 1.5 eV
In-plane wavevector tried: 5.0 1/nm
Current there / current at zero: 0.496 (no unit)
In-plane wavevectors per area: 19.08 per nm^2
```
